# Localized Orbitals, the Perdew-Zunger Correction and the Uniform-Density Limit: verification in Python

```python
"""
Result under test: the Perdew-Zunger (PZ) correction -sum_i (U[n_i]+Exc[n_i,0])
to LSDA does not vanish for a uniform gas when the orbitals are localized,
whereas weighting its energy density by z = tau_W/tau removes it in the uniform
limit and makes it second order in the gradient for slowly varying density.

Symbols (Hartree atomic units):
  n_i     orbital density; U its self-Hartree energy; Exc[n_i,0] its LSDA energy
  a       spacing of the Wannier lattice; the cube of occupied k has side 2 pi/a
  sinc(x) sin(pi x)/(pi x), as in numpy
  c       (U+Ex)*a for the orbital density a^-3 prod sinc^2(x_i/a)
  X(x)    deformed coordinate; X'(x) is the modulated density (transverse a = 1)
  period  modulation length Lambda; tau, tau_W kinetic energy densities
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import fftconvolve
from scipy.special import erf
from pyscf.dft import libxc

PI = np.pi
EV = physical_constants["Hartree energy in eV"][0]
CX = 0.75 * (6 / PI) ** (1 / 3)      # spin-polarized LSDA exchange constant


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


# ---------- self-energies of the cube Wannier orbital, a = 1 ----------
def triangle_gauss(t):
    """Integral over [-1,1] of (1-|s|)^2 exp(-t s^2)."""
    t = np.asarray(t, float)
    ts = np.maximum(t, 1e-3)
    area = 0.5 * np.sqrt(PI / ts) * erf(np.sqrt(ts))
    full = 2 * (area + np.expm1(-ts) / ts + (area - np.exp(-ts)) / (2 * ts))
    return np.where(t < 1e-3, 2 / 3 - t / 15 + t**2 / 105, full)


ANGLE, ANGLE_W = gauss(0, PI / 2, 120)
T_NODES = np.tan(ANGLE) ** 2
T_WEIGHTS = ANGLE_W * 2 * np.tan(ANGLE) / np.cos(ANGLE) ** 2


def hartree_box(b):
    """Self-Hartree energy of b sinc^2(b x) sinc^2(y) sinc^2(z)."""
    vals = triangle_gauss(b**2 * T_NODES) * triangle_gauss(T_NODES) ** 2
    return b / (2 * PI) * np.sum(T_WEIGHTS * vals)


lobe_x, lobe_w = gauss(0, 1, 40)
lobes = np.arange(4000)[:, None] + lobe_x
I_X = 2 * np.sum(lobe_w * np.abs(np.sinc(lobes)) ** (8 / 3))


def exchange_box(b):
    return -CX * I_X**3 * b ** (1 / 3)


U1, EX1 = hartree_box(1.0), exchange_box(1.0)
c = U1 + EX1

# Real-space definition: 1/r as a Gaussian integral, sampled autocorrelation
h = 0.05
half = 2000
u_grid = h * np.arange(-half, half + 1)
n1 = np.sinc(u_grid) ** 2
auto = fftconvolve(n1, n1[::-1]) * h
lag = h * np.arange(-2 * half, 2 * half + 1)
g, gw = gauss(0, 20, 240)
one_dim = h * np.exp(-np.outer(g**2, lag**2)) @ auto
tail = (np.sqrt(PI) * auto[2 * half]) ** 3 / (2 * 20**2)
U_real = (np.sum(gw * one_dim**3) + tail) / np.sqrt(PI)
assert abs(U_real - U1) < 2e-4
assert c > 10 * abs(U_real - U1)

# LSDA exchange and correlation by libxc on a 3D grid (one octant)
px, pw = gauss(0, 1, 10)
for m in range(1, 15):
    qx, qw = gauss(m, m + 1, 4)
    px, pw = np.append(px, qx), np.append(pw, qw)
s2 = np.sinc(px) ** 2
rho3 = np.einsum("i,j,k->ijk", s2, s2, s2).ravel()
w3 = 8 * np.einsum("i,j,k->ijk", pw, pw, pw).ravel()


def lsda_energy(code, a):
    up = rho3 / a**3
    eps = libxc.eval_xc(code, np.array([up, np.zeros_like(up)]),
                        spin=1, deriv=0)[0]
    return np.sum(w3 * rho3 * eps)


EX_grid = lsda_energy("LDA_X,", 1.0)
# the grid stops at 15 lobes, which costs about 0.1 percent
assert abs(EX_grid / EX1 - 1) < 4e-3
assert c > 5 * abs(EX_grid - EX1)

# ---------- localized set inside an explicit finite Fermi sphere ----------
ints = np.arange(-3, 4)
kall = np.array(np.meshgrid(ints, ints, ints)).reshape(3, -1).T
ksphere = kall[np.sum(kall**2, axis=1) <= 12]
in_cube = np.max(np.abs(ksphere), axis=1) <= 2
kcube = ksphere[in_cube]
sites = np.array(np.meshgrid(*[np.arange(5)] * 3)).reshape(3, -1).T / 5
rotation = np.exp(-2j * PI * sites @ kcube.T) / np.sqrt(125)
assert len(kcube) == 125
assert np.allclose(rotation @ rotation.conj().T, np.eye(125), atol=1e-11)
points = np.random.default_rng(1).random((6, 3))
wannier = rotation @ np.exp(2j * PI * kcube @ points.T)
rest = np.exp(2j * PI * ksphere[~in_cube] @ points.T)
density = np.sum(abs(wannier) ** 2, 0) + np.sum(abs(rest) ** 2, 0)
assert np.allclose(density, len(ksphere), rtol=1e-11)
assert np.ptp(abs(wannier[0]) ** 2) > 1e-3      # one orbital is not uniform

# ---------- uniform unpolarized gas ----------
side = 2 / np.sqrt(3)                            # cube side / kF
fraction = side**3 / (4 * PI / 3)
coef = -fraction * c * side / (2 * PI)           # correction/(N kF)
ex_coef = -3 / (4 * PI)
relative = coef / ex_coef


def fermi_k(rs):
    return (9 * PI / 4) ** (1 / 3) / rs


def orbital_sum(rs):
    a = 2 * PI / (side * fermi_k(rs))
    return c / a + lsda_energy(",LDA_C_PW", a)


rs_list = [0.01, 0.1, 1.0, 4.0]
with_corr = [-fraction * orbital_sum(rs) for rs in rs_list]
rs_zero = np.exp(brentq(lambda q: orbital_sum(np.exp(q)),
                        np.log(0.01), np.log(4.0), xtol=1e-4))
assert coef < 0 and with_corr[0] < 0 < with_corr[-1]

# ---------- delocalized orbitals: uniform density in a cube ----------
v, vw = gauss(0, 1, 30)
R, V, W = np.meshgrid(v, v, v, indexing="ij")
ww = np.einsum("i,j,k->ijk", vw, vw, vw)
U_cube = 12 * np.sum(ww * R * (1 - R) * (1 - R * V) * (1 - R * W)
                     / np.sqrt(1 + V**2 + W**2))


def cube_pair(q):
    return np.sqrt(PI) * erf(q) / q + np.expm1(-q * q) / q**2


U_cube_2 = (quad(lambda q: cube_pair(q) ** 3, 1e-4, 1)[0] + 1e-4
            + quad(lambda q: cube_pair(q) ** 3, 1, np.inf)[0]) / np.sqrt(PI)
assert abs(U_cube - U_cube_2) < 1e-6
plane = {N: -(U_cube - CX) / N ** (1 / 3) for N in (10**3, 10**6)}

# ---------- slowly varying density from explicit orbitals ----------
AMP = 0.3


def deformation(x, period):
    k = 2 * PI / period
    return (x + AMP / k * np.sin(k * x), 1 + AMP * np.cos(k * x),
            -AMP * k * np.sin(k * x))


def orbital_1d(x, j, period):
    X, dX, _ = deformation(x, period)
    return np.sqrt(dX) * np.sinc(X - j)


def kinetic(x, period):
    """tau_W and tau of the modulated state (transverse density 1)."""
    _, dX, ddX = deformation(x, period)
    tau_w = ddX**2 / (8 * dX)
    return tau_w, tau_w + PI**2 / 6 * (dX**3 + 2 * dX)


# density and kinetic energy density by explicit sums over orbitals
js = np.arange(-4000, 4001)
for x0 in (0.7, 2.3):
    step = 1e-4
    w0 = orbital_1d(x0, js, 8.0)
    dw = (orbital_1d(x0 + step, js, 8.0)
          - orbital_1d(x0 - step, js, 8.0)) / (2 * step)
    dsinc = (np.sinc(x0 + step - js) - np.sinc(x0 - step - js)) / (2 * step)
    n0 = np.sum(w0**2)
    tau_sum = 0.5 * np.sum(dw**2) + n0 * np.sum(dsinc**2)
    assert abs(n0 / deformation(x0, 8.0)[1] - 1) < 2e-4
    assert abs(tau_sum / kinetic(x0, 8.0)[1] - 1) < 1e-3
overlap = h * np.sum(orbital_1d(u_grid, 0, 8.0) * orbital_1d(u_grid, 1, 8.0))
assert abs(overlap) < 2e-3                       # limited by the cut tails

# Coulomb kernel between planes, averaged over the transverse densities
th, thw = gauss(0, PI / 4, 20)
y, yw = gauss(0, 1, 50)
smax = 1 / np.cos(th)[:, None]
S = smax * y**3
weight = (8 * thw[:, None] * yw * smax * 3 * y**2
          * (1 - S * np.cos(th)[:, None]) ** 2
          * (1 - S * np.sin(th)[:, None]) ** 2)
dist = h * np.arange(2 * half + 1)
kernel = np.exp(-2 * PI * np.outer(dist, S.ravel())) @ weight.ravel()
kernel[0] -= h / 6 * 2 * PI * 4 / 9              # trapezoid cure for the cusp
kernel = np.concatenate([kernel[:0:-1], kernel])


def corrections(period):
    """PZ and scaled exchange-only correction per electron, from orbitals."""
    pz = scaled = 0.0
    for j in range(period):
        x = j + u_grid
        dens = orbital_1d(x, j, period) ** 2
        pot = h * fftconvolve(kernel, dens, mode="valid")
        e = 0.5 * dens * pot - CX * I_X**2 * dens ** (4 / 3)
        tau_w, tau = kinetic(x, period)
        pz -= h * np.sum(e) / period
        scaled -= h * np.sum(e * tau_w / tau) / period
    return pz, scaled


phase = np.arange(32) / 32


def local_prediction(period):
    x = phase * period
    b = deformation(x, period)[1]
    e = np.array([hartree_box(q) + exchange_box(q) for q in b])
    tau_w, tau = kinetic(x, period)
    return -np.mean(b * e), -np.mean(b * e * tau_w / tau)


periods = [16, 32, 64, 128]
found = {p: corrections(p) for p in periods}
local = {p: local_prediction(p) for p in periods}
ratio = found[64][1] / found[128][1]
assert abs(found[128][0] / local[128][0] - 1) < 0.03
assert abs(found[128][1] / local[128][1] - 1) < 0.10
assert 3.5 < ratio < 4.5                         # inverse-square law
assert abs(found[128][1]) < 1e-3 * abs(found[128][0])

# ---------- gradient expansion of z and one-electron limit ----------
kf, grad = 1.7, 0.01
n_spin = kf**3 / (6 * PI**2)
tau_gas = quad(lambda k: k**4 / (4 * PI**2), 0, kf)[0]
s_red = grad / (2 * kf * n_spin)
z_gas = grad**2 / (8 * n_spin) / tau_gas
assert abs(z_gas / (5 / 3 * s_red**2) - 1) < 1e-10
s2_shift = 5 / 3 * relative


def z_one_electron(phi, r0):
    d = 1e-4
    dphi = np.array([(phi(r0 + d * e) - phi(r0 - d * e)) / (2 * d)
                     for e in np.eye(3)])
    dn = np.array([(abs(phi(r0 + d * e)) ** 2 - abs(phi(r0 - d * e)) ** 2)
                   / (2 * d) for e in np.eye(3)])
    tau_w = np.sum(dn**2) / (8 * abs(phi(r0)) ** 2)
    return tau_w / (0.5 * np.sum(abs(dphi) ** 2))


r0 = np.array([0.8, 0.5, 0.3])
z_real = z_one_electron(lambda r: r[0] * np.exp(-np.linalg.norm(r) / 2), r0)
z_complex = z_one_electron(
    lambda r: (r[0] + 1j * r[1]) * np.exp(-np.linalg.norm(r) / 2), r0)
assert abs(z_real - 1) < 1e-6 and z_complex < 0.9

# ---------- output ----------
print("Cube Wannier orbital, energies times a (hartree bohr)")
print(f"  integral I of |sinc|^(8/3)         {I_X:.5f}")
print(f"  U*a, Fourier route                 {U1:.5f}")
print(f"  U*a, real-space route              {U_real:.5f}")
print(f"  Ex*a, formula                      {EX1:.5f}")
print(f"  Ex*a, libxc on 3D grid             {EX_grid:.5f}")
print(f"  c = (U+Ex)*a                       {c:.5f}")
print(f"Finite sphere: states {len(ksphere)}, in cube {len(kcube)}")
print("Uniform unpolarized gas, exchange only")
print(f"  cube side / kF                     {side:.5f}")
print(f"  fraction of states in cube         {fraction:.5f}")
print(f"  correction/(N kF) (hartree bohr)   {coef:.6f}")
print(f"  LSDA exchange/(N kF) (same unit)   {ex_coef:.6f}")
print(f"  correction / LSDA exchange         {100*relative:.3f} percent")
print("Correction per electron (hartree): rs (bohr), x only, with PW92")
for rs, val in zip(rs_list, with_corr):
    print(f"  {rs:5.2f}  {coef*fermi_k(rs):.6f}  {val:.6f}")
print(f"  x only at rs = 1 bohr: {coef*fermi_k(1.0)*EV:.4f} eV")
print(f"  sign change with PW92 at rs =      {rs_zero:.3f} bohr")
print("Delocalized orbitals, density 1 bohr^-3, exchange only")
print(f"  U*L of a uniform cube              {U_cube:.5f} hartree bohr")
print(f"  -Ex*L of a uniform cube            {CX:.5f} hartree bohr")
for N, val in plane.items():
    print(f"  N = {N:7d}: correction/electron  {val:.3e} hartree")
print(f"Modulated density, mean 1 bohr^-3, amplitude {AMP}, exchange only")
print("  period (bohr), max z, PZ, scaled, local scaled (hartree/electron)")
for p in periods:
    tw, tt = kinetic(np.linspace(0, p, 2001), p)
    print(f"  {p:4d}  {np.max(tw/tt):.3e}  {found[p][0]:.6f}"
          f"  {found[p][1]:.3e}  {local[p][1]:.3e}")
print(f"  local prediction for PZ            {local[128][0]:.6f} hartree")
print(f"  scaled, period 64 over period 128  {ratio:.3f}")
print(f"Estimated shift of s^2 coefficient   {s2_shift:.5f}")
print(f"  gradient-expansion value 10/81     {10/81:.5f}")
print(f"One electron: z real p orbital       {z_real:.6f}")
print(f"  z complex p orbital at same point  {z_complex:.6f}")
print("all good")
```

Output:

```
Cube Wannier orbital, energies times a (hartree bohr)
  integral I of |sinc|^(8/3)         0.82081
  U*a, Fourier route                 0.54130
  U*a, real-space route              0.54129
  Ex*a, formula                      -0.51458
  Ex*a, libxc on 3D grid             -0.51403
  c = (U+Ex)*a                       0.02672
Finite sphere: states 179, in cube 125
Uniform unpolarized gas, exchange only
  cube side / kF                     1.15470
  fraction of states in cube         0.36755
  correction/(N kF) (hartree bohr)   -0.001805
  LSDA exchange/(N kF) (same unit)   -0.238732
  correction / LSDA exchange         0.756 percent
Correction per electron (hartree): rs (bohr), x only, with PW92
   0.01  -0.346389  -0.318676
   0.10  -0.034639  -0.018754
   1.00  -0.003464  0.003168
   4.00  -0.000866  0.002266
  x only at rs = 1 bohr: -0.0943 eV
  sign change with PW92 at rs =      0.324 bohr
Delocalized orbitals, density 1 bohr^-3, exchange only
  U*L of a uniform cube              0.94116 hartree bohr
  -Ex*L of a uniform cube            0.93053 hartree bohr
  N =    1000: correction/electron  -1.063e-03 hartree
  N = 1000000: correction/electron  -1.063e-04 hartree
Modulated density, mean 1 bohr^-3, amplitude 0.3, exchange only
  period (bohr), max z, PZ, scaled, local scaled (hartree/electron)
    16  4.126e-04  -0.025061  -4.630e-06  -4.627e-06
    32  1.032e-04  -0.025136  -1.157e-06  -1.157e-06
    64  2.580e-05  -0.025161  -2.892e-07  -2.893e-07
   128  6.450e-06  -0.025170  -7.232e-08  -7.231e-08
  local prediction for PZ            -0.025171 hartree
  scaled, period 64 over period 128  4.000
Estimated shift of s^2 coefficient   0.01260
  gradient-expansion value 10/81     0.12346
One electron: z real p orbital       1.000000
  z complex p orbital at same point  0.244407
all good
```
